# Spin accumulation around a point injector in a thin film

## Problem

A wide nonmagnetic metal film has thickness $t$, resistivity $\rho$ and spin diffusion length $\lambda\gg t$. A small magnetic contact at $r=0$ feeds in a steady electron current of magnitude $I$, of which the spin-up part exceeds the spin-down part by $PI$. The spins are collinear. Let $\mu_\uparrow,\mu_\downarrow$ be the electrochemical potentials of the two spins, as energies, and let $V_s=(\mu_\uparrow-\mu_\downarrow)/e$ with $e>0$.

(a) Derive the equation for $V_s(r)$ and solve it, including the prefactor.

(b) Show that $V_s(\lambda)/V_s(2\lambda)=3.70$, and evaluate this number by hand.

(c) Explain why the ratio is not $e$, and decide whether 3.70 is the fall over every further length $\lambda$.

(d) Find how the ratio depends on the size of the contacts and the thickness of the film.

(e) Evaluate the accumulation for a copper film with $\lambda=400$ nm, $\rho=3.0\ \mu\Omega\,$cm, $t=30$ nm, $P=0.30$, $I=100\ \mu$A and a contact of radius 25 nm. Estimate what the model leaves out.

## Solution

### (a) The field of a point injector

In a nonmagnetic metal each spin carries half the conductivity, $1/(2\rho)$. The electron number current of spin $\sigma$ is therefore $\mathbf J_\sigma=-\nabla\mu_\sigma/(2e^2\rho)$. The electric potential enters both $\mu_\sigma$ equally and cancels in the difference:
$$\mathbf J_s=\mathbf J_\uparrow-\mathbf J_\downarrow=-\frac{1}{2e\rho}\nabla V_s .$$

Let $N$ be the density of states per spin and volume. The excess spin density is $NeV_s$, and it relaxes in a time $\tau_s$, so in the steady state $\nabla\cdot\mathbf J_s=-NeV_s/\tau_s$. Diffusion of the same density reads $\mathbf J_s=-DNe\nabla V_s$, which gives $1/(2\rho)=e^2ND$. Hence
$$\nabla^2V_s=\frac{V_s}{\lambda^2},\qquad \lambda^2=D\tau_s .$$

No spin current leaves through the faces. The part of $V_s$ that varies across the thickness consists of modes $\cos(n\pi z/t)$, $n\ge1$, which decay along the film at a rate above $\pi/t$. A few thicknesses from the contact only the uniform part matters. With $x=r/\lambda$ and $V_s=Bf(x)$,
$$f''+\frac{f'}{x}-f=0 .$$

**The decaying solution.** Try
$$f(x)=K_0(x)=\int_0^\infty e^{-x\cosh u}\,du .$$
Differentiating under the integral and using $\cosh^2u-1=\sinh^2u$,
$$f''+\frac{f'}x-f=\int_0^\infty\Big(\sinh^2u-\frac{\cosh u}{x}\Big)e^{-x\cosh u}du=\Big[-\frac{\sinh u}{x}e^{-x\cosh u}\Big]_0^\infty=0 .$$

To see its behaviour at large $x$, substitute $s=\sqrt{2x}\,\sinh(u/2)$. Then $x(\cosh u-1)=s^2$ and $du=\sqrt{2/x}\;ds/\sqrt{1+s^2/2x}$, so
$$K_0(x)=e^{-x}\sqrt{\frac2x}\,F(x),\qquad F(x)=\int_0^\infty\frac{e^{-s^2}ds}{\sqrt{1+s^2/2x}} .$$
$F$ increases with $x$ and stays below $\sqrt\pi/2$.

**The other solution.** Put $g=K_0h$ into the equation. It becomes $(xK_0^2h')'=0$, so $h'=1/(xK_0^2)$ up to a factor. Since $1/(xK_0^2)=e^{2x}/(2F^2)>2e^{2x}/\pi$, integration from 1 gives $h>(e^{2x}-e^2)/\pi$. For $x>1$ we also have $K_0\ge e^{-x}\sqrt{2/x}\,F(1)$, so $g$ grows without limit. It is excluded in a wide film.

**The prefactor.** Define $K_1=-K_0'=\int_0^\infty\cosh u\,e^{-x\cosh u}du$. Writing $\cosh u=\sinh u+e^{-u}$,
$$xK_1(x)=e^{-x}+x\int_0^\infty e^{-u}e^{-x\cosh u}du .$$
The last term lies between 0 and $x$, so $xK_1\to1$ as $x\to0$. The spin current through a circle, in units of charge current, is
$$I_s(r)=e\,2\pi rt\,J_s=\frac{\pi t}{\rho}B\,xK_1(x).$$
It must tend to $PI$ at the injector. Therefore
$$\boxed{V_s(r)=\frac{PI\rho}{\pi t}\,K_0\!\left(\frac r\lambda\right)},\qquad I_s(r)=PI\,xK_1(x).$$

### (b) The ratio by hand

The prefactor cancels, leaving $K_0(1)/K_0(2)$. The integrand is smooth and falls very fast, so a trapezoid sum with step 0.5 in $u$ suffices. The first term has half weight:
$$K_0(1)\simeq0.5\,(0.18394+0.32380+0.21372+0.09514+0.02323+0.00217+0.00004)=0.42102,$$
$$K_0(2)\simeq0.5\,(0.067668+0.104847+0.045677+0.009052+0.000540+0.000005)=0.11389 .$$
Before rounding, both sums agree with a standard Bessel-function routine to within $10^{-6}$. Thus
$$\frac{V_s(\lambda)}{V_s(2\lambda)}=\frac{0.42102}{0.11389}=3.70 .$$

The diffusion picture gives an independent test. Spins released at one instant spread as a Gaussian and decay as $e^{-T/\tau_s}$, where $T$ is the time since release. Summing over release times must give
$$\int_0^\infty\frac{e^{-T/\tau_s-r^2/4DT}}{4\pi DT}\,dT=\frac{K_0(r/\lambda)}{2\pi D}.$$
Numerical integration confirmed this at $r/\lambda=0.3$, 1, 2 and 3 to a relative accuracy of $10^{-7}$.

### (c) Why the fall exceeds $e$

The local decay rate is $-d\ln K_0/dx=K_1/K_0$. It exceeds 1 because $\cosh u>1$ in the integrand of $K_1$. Integrating over a unit interval gives a lower bound, and the form with the increasing function $F$ gives an upper one:
$$e<\frac{K_0(x)}{K_0(x+1)}=e\sqrt{1+\frac1x}\;\frac{F(x)}{F(x+1)}<e\sqrt{1+\frac1x}.$$
At $x=1$ the bounds are 2.72 and 3.84, with 3.70 between them. As $x\to\infty$ they close on $e$. So 3.70 belongs to the step from $\lambda$ to $2\lambda$. The next two steps give 3.28 and 3.11, and the step from $10\lambda$ to $11\lambda$ gives 2.85.

The spin current shows what happens physically. Since $(xK_0')'=xK_0$, integration from the injector outward gives
$$xK_1(x)=1-\int_0^x sK_0(s)\,ds ,$$
where the integral is the fraction of injected spin lost inside the circle. The rest, 0.602 at $\lambda$ and 0.280 at $2\lambda$, is the net outward flow and equals the fraction that relaxes outside the circle. More spins than this reach the circle, but some of them diffuse back. The total spin current thus falls by only 2.15, less than $e$. The circumference doubles, however, so the current density falls by 4.30. The accumulation is the current density divided by the local decay rate, apart from a constant. That rate, $K_1/K_0$, drops from 1.43 to 1.23, which brings the fall of the accumulation to $4.30\times1.23/1.43=3.70$.

The factor $e$ returns if the injector is a long straight line. Add the fields of points along $y$:
$$h(x)=\int_{-\infty}^{\infty}K_0\big(\sqrt{x^2+y^2}\big)dy .$$
Integration over $y$ removes the $y$ derivatives from the film equation, leaving $h''=h$ away from the line. The decaying solution is $h=h(0)e^{-|x|}$, with
$$h(0)=2\int_0^\infty\! du\int_0^\infty\! dy\,e^{-y\cosh u}=2\int_0^\infty\frac{du}{\cosh u}=\pi .$$
There is now no growing circumference, and each length $\lambda$ costs a factor $e$.

### (d) Contact size and film thickness

Consider a circular detector of radius $b$, in units of $\lambda$, centred at distance $x>b$ from the point source. Let $M(s)$ be the mean of $V_s/B$ on a circle of radius $s\le b$ about the detector's centre. Averaging over rotations commutes with the Laplacian, so $M''+M'/s=M$. The solution that is regular at $s=0$, with $M(0)=K_0(x)$, is
$$M(s)=K_0(x)I_0(s),\qquad I_0(s)=\sum_{k=0}^\infty\frac{(s^2/4)^k}{(k!)^2}.$$
With $I_1=I_0'$ and $sI_0=(sI_0')'$, the disc average is
$$\frac2{b^2}\int_0^b sM(s)\,ds=K_0(x)\,\frac{2I_1(b)}{b}.$$

The extra factor does not depend on $x$, so it cancels in the ratio if the two detectors have the same radius. By superposition the same factor describes a disc that injects uniformly, at points outside it. For the 25 nm injector it is 1.0005. Direct averaging over a much larger detector, of radius $0.4\lambda$, again gave 3.70. The result requires that the contacts do not overlap and do not appreciably drain the spin accumulation.

Thickness matters more. In a very thick film, with the source on the top face, the field is spherical: $(rV_s)''=rV_s/\lambda^2$, so $V_s\propto e^{-r/\lambda}/r$ and the ratio is $2e=5.44$. For intermediate thickness the two insulating faces can be replaced by image sources spaced $2t$ apart. Their sum gives 4.10 on the top face when $t=\lambda$, and 3.70 for the 30 nm film.

### (e) The copper film

The prefactor is
$$\frac{PI\rho}{\pi t}=\frac{0.30\times10^{-4}\,\text{A}\times3.0\times10^{-8}\,\Omega\,\text m}{\pi\times3.0\times10^{-8}\,\text m}=9.55\ \mu\text V .$$
Therefore
$$V_s(400\text{ nm})=9.55\times0.4210=4.02\ \mu\text V,\qquad V_s(800\text{ nm})=9.55\times0.1139=1.09\ \mu\text V .$$
Of the 30 $\mu$A of injected spin current, 18.1 $\mu$A crosses the first circle and 8.4 $\mu$A the second. If a plain exponential were drawn through the two accumulations, it would give a length $400/\ln3.70=306$ nm, which is 24% below the true $\lambda$.

A magnetic tunnel detector of polarization $P_d$ that draws no net current settles at the weighted mean $[(1+P_d)\mu_\uparrow+(1-P_d)\mu_\downarrow]/2$. Reversing its magnetization changes its voltage by $P_dV_s$ in magnitude. The ordinary voltage drop of the charge current cancels in this difference, so the ratio of the two differences is the ratio calculated here.

**Film edge.** A reflecting edge at radius $R\lambda$ adds a growing part: $K_0(x)+cI_0(x)$, with $c=K_1(R)/I_1(R)$ from zero flux at $R$. For an edge at 2 $\mu$m, $R=5$ and the ratio becomes 3.69, lower by 0.3%. A numerical balance of spin currents on rings, with the 25 nm disc as source, gave 4.02 and 1.09 $\mu$V and matched this formula, including the disc factor, to $10^{-4}$.

**Diffusion itself.** A free-electron estimate with $8.5\times10^{28}$ electrons per m³ gives a mean free path $l=22$ nm. Suppose scattering is isotropic and a fraction $\varepsilon=l^2/3\lambda^2$ of collisions destroys the spin signal. A plane distribution decaying as $e^{-\kappa z}$ then obeys $(1-\kappa l\cos\theta)\phi=(1-\varepsilon)\langle\phi\rangle$. Dividing and averaging over angle gives $1=(1-\varepsilon)\,\text{artanh}(\kappa l)/(\kappa l)$. The resulting decay length is 0.04% longer than $\lambda$. Only the smallness of this shift is robust: if the spin decays in flight instead of at collisions, the length is 0.01% shorter. The estimate is for bulk scattering. Since $l$ is comparable to the 30 nm thickness, scattering at the faces is not described, and $\rho$ and $\lambda$ must be read as the values of the film itself. Close to the contact, whose radius is comparable to $l$, diffusion theory is only an estimate.

**Drift and precession.** At $r=\lambda$ the charge current's field $E=I\rho/(2\pi\lambda t)$ gives $eE\lambda/E_F\approx2\times10^{-6}$, a measure of how weakly drift acts in a metal. The magnetic field scale $\mu_0I/(2\pi\lambda)=50\ \mu$T turns a spin by about $10^{-4}$ rad in $\tau_s=14$ ps. Stray fields from the magnetic contacts can be much larger: 10 mT perpendicular to the spins would turn them by about 0.02 rad in the same time.

**Backflow.** Let the tunnel contact have resistance $R_c$ and voltage $V$ relative to the mean film potential. Its two currents are $(1\pm P)(V\mp V_s/2)/(2R_c)$. Their sum is $I=(V-PV_s/2)/R_c$, and eliminating $V$ from their difference gives
$$I_s=PI-\frac{(1-P^2)V_s}{2R_c}.$$
A barrier with resistance-area product $1\ \Omega\,\mu$m² has $R_c=509\ \Omega$. Averaged over the film thickness, the diffusion estimate under the contact's centre is $V_s=32\ \mu$V, which gives a reduction of about 0.1% of $PI$. At the top face $V_s$ is about a quarter higher, because the modes dropped in (a) add to it there, so this figure is an estimate of size and not an upper bound.

**Heat and barrier field.** The contact dissipates 5.1 $\mu$W. If all of it enters the film, which is cooled through 300 nm of oxide with conductivity 1.4 W/(m K), the film under the contact warms by about 0.5 K averaged over its thickness and 0.6 K at the top face. This takes the film's thermal conductivity from the Wiedemann–Franz law, 244 W/(m K) at 300 K, and neglects interface thermal resistance. The 51 mV across an assumed 1 nm barrier is a field of 0.5 MV/cm, well below the several MV/cm at which good thin oxide barriers roughly begin to fail.

**Comparison with real devices.** The values of $\lambda$, $\rho$ and $P$ are rough ones for thin copper near room temperature with a magnetic tunnel contact; the barrier resistance is on the low side. Many lateral spin devices use narrow wires instead of wide films. If the wire is much narrower than $\lambda$, the spreading is one-dimensional and the ratio is $e$. In a wide film, uncertainty in $\lambda$ is more important than the small corrections above. With the detectors fixed at 400 and 800 nm,
$$\frac{d\ln(\text{ratio})}{d\ln\lambda}=\frac{K_1(1)}{K_0(1)}-\frac{2K_1(2)}{K_0(2)}=1.43-2.46=-1.03 ,$$
so a small relative increase of $\lambda$ lowers the ratio by nearly the same relative amount. For a full 10% increase the ratio falls by about 9%. Metallic contacts without a barrier can also absorb spin strongly; the backflow estimate does not cover them, and the ratio then depends on the contacts. The numerical output below lists most of the values used.

## Numbers as computed

```
spin diffusion length lambda = 400 nm
resistivity = 3.0 uOhm cm; thickness = 30 nm
contact radius = 25 nm; P = 0.30
current = 100 uA; film radius = 2000 nm
u, exp(-cosh u), exp(-2 cosh u):
  0.0  0.367879  0.135335
  0.5  0.323801  0.104847
  1.0  0.213722  0.045677
  1.5  0.095140  0.009052
  2.0  0.023233  0.000540
  2.5  0.002172  0.000005
  3.0  0.000042  0.000000
trapezoid sums: K0(1) = 0.42102, K0(2) = 0.11389
ratio K0(1)/K0(2) = 3.6966
bounds: e = 2.7183, e sqrt 2 = 3.8442
ratio divided by e = 1.3599
fall from 2 to 3 lambda = 3.2785
fall from 3 to 4 lambda = 3.1129
fall from 10 to 11 lambda = 2.8480
prefactor P I rho/(pi t) = 9.549 uV
V_s at lambda = 4.020 uV
V_s at 2 lambda = 1.088 uV
injected spin current P I = 30.00 uA
fraction crossing 1 lambda = 0.6019, spin current = 18.06 uA
fraction crossing 2 lambda = 0.2797, spin current = 8.39 uA
false length from exponential fit = 306 nm
disc injector factor 2 I1(a)/a = 1.00049
grid, finite film: V_s = 4.024 and 1.092 uV
ratio with reflecting film edge = 3.6862
ratio, image sum, example thickness = 3.6966
ratio, top face, thickness = lambda: 4.0984
ratio, top face, thickness = 50 lambda: 5.4366
ratio, detector of radius 0.4 lambda = 3.6966
mean free path = 21.9 nm; Fermi energy = 7.05 eV
diffusivity = 115 cm2/s; spin time = 13.9 ps
decay length shift, transport theory = 0.040 %
drift measure e E lambda/E_F at lambda = 2.3e-06
own field at lambda = 50 uT
precession angle in one spin time = 1.2e-04 rad
V_s under contact centre = 32.4 uV
contact resistance = 509 Ohm
spin backflow fraction, upper estimate = 0.096 %
barrier: RA = 1.0 Ohm um2, thickness = 1.0 nm
barrier field = 0.51 MV/cm
oxide = 300 nm, 1.4 W/(m K), at 300 K
contact power = 5.09 uW; film heating = 0.50 K
```
